# Two compressibilities of the RPA electron gas: energy versus dielectric function, part 1

(Sections cited here and not found follow in the second part.)

## Question

I am stuck on an exercise about the unpolarized uniform electron gas at zero temperature. It asks me to start from the RPA energy per electron, obtain the pressure and the bulk modulus, and then show that the compressibility found this way disagrees with the one implied by the small-\(q\) limit of the RPA dielectric function.

Three things block me. The RPA correlation energy is a double integral over a logarithm, and I do not see how to get a pressure from it, or even the sign of its contribution to the bulk modulus, without a fit. I do not know why a dielectric function should know about a compressibility at all, and I get different limits depending on whether I send \(q\) or \(\omega\) to zero first. Finally, the RPA energy is built from the RPA response function, so how can the two contradict each other, and which one is wrong?

## Answer

### Conventions

I use Hartree atomic units. The system is jellium: \(N\) electrons in a volume \(\mathcal V\), density \(n=N/\mathcal V\), on a uniform neutralizing background. In the thermodynamic derivatives the background is compressed together with the electrons, so the system stays neutral and has no Hartree energy. The definitions are

\[ n=\frac{3}{4\pi r_s^3}=\frac{k_F^3}{3\pi^2},\qquad k_F=\frac{1}{\alpha r_s},\qquad \alpha=\Big(\frac{4}{9\pi}\Big)^{1/3},\qquad N_0=\frac{k_F}{\pi^2},\qquad \lambda=\frac{1}{\pi k_F}=\frac{\alpha r_s}{\pi}. \]

\(N_0\) is the free density of states at the Fermi level (both spins, per volume), \(\lambda\) is the dimensionless coupling, and \(v_q=4\pi/q^2\). "RPA" means that everything is built from the response function \(\chi_0\) of the free gas.

### The free response at imaginary frequency

First-order perturbation theory gives the density response to a potential energy of wave vector \(\mathbf q\) as a sum over excited states \(m\) with excitation energies \(\omega_m>0\), with factors \(1/(\omega-\omega_m)-1/(\omega+\omega_m)\). Continuing \(\omega\to i\omega\) turns this factor into \(-2\omega_m/(\omega_m^2+\omega^2)\):

\[ \chi(q,i\omega)=-\frac1{\mathcal V}\sum_m |\langle m|\rho_{\mathbf q}^\dagger|0\rangle|^2\,\frac{2\omega_m}{\omega_m^2+\omega^2}. \tag{1} \]

In the free gas the states \(m\) are particle–hole pairs \(\mathbf k\to\mathbf k+\mathbf q\), with unit matrix element, weight \(n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})\), energy \(\Delta=\mathbf k\cdot\mathbf q+q^2/2\), and two spins. The term with \(n_{\mathbf k}n_{\mathbf k+\mathbf q}\) vanishes, because \(\mathbf k\to-\mathbf k-\mathbf q\) leaves the product unchanged and reverses \(\Delta\). Hence

\[ \chi_0=-4\int\frac{d^3k}{(2\pi)^3}\,n_{\mathbf k}\,\frac{\Delta}{\Delta^2+\omega^2}. \]

Set \(z=q/2k_F\), \(u=\omega/qk_F\), \(k=sk_F\), \(x=\hat{\mathbf k}\cdot\hat{\mathbf q}\). Then \(\Delta=qk_F(sx+z)\), \(d^3k=2\pi k_F^3s^2\,ds\,dx\), and \(a/(a^2+u^2)=\mathrm{Re}\,1/(a+iu)\). The prefactor is \(4\cdot2\pi k_F^3/(8\pi^3qk_F)=N_0/2z\). With \(t=sx\) at fixed \(s\), \(dx=dt/s\), and \(\int_{|t|}^1 s\,ds=(1-t^2)/2\), so

\[ \chi_0=-N_0\,g(z,u),\qquad g=\frac1{4z}\,\mathrm{Re}\int_{-1}^{1}\frac{1-t^2}{w+t}\,dt,\qquad w=z+iu. \tag{2} \]

Writing \(1-t^2=(1-w^2)+(w-t)(w+t)\) gives the integral as \((1-w^2)L+2w\) with \(L=\ln\frac{w+1}{w-1}\). For \(u>0\), \(\arg(a+iu)=\pi/2-\arctan(a/u)\), so \(\mathrm{Im}\,L=-[\arctan\frac{1+z}{u}+\arctan\frac{1-z}{u}]\). Since \(1-w^2=1-z^2+u^2-2izu\), the real part is \((1-z^2+u^2)\,\mathrm{Re}\,L+2zu\,\mathrm{Im}\,L+2z\), and

\[ g=\frac12+\frac{1-z^2+u^2}{8z}\ln\frac{(z+1)^2+u^2}{(z-1)^2+u^2}-\frac u2\Big[\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big]. \tag{3} \]

Every term of (1) is negative, so \(g>0\) everywhere. The numerical check tests \(g\) against a direct quadrature over the Fermi sphere.

### The RPA energy

Scale the interaction, \(H_a=T+aW\), with \(W=\frac1{2\mathcal V}\sum_{\mathbf q\ne0}v_q(\rho_{\mathbf q}\rho^\dagger_{\mathbf q}-N)\); the background removes \(\mathbf q=0\). The Hellmann–Feynman theorem gives \(dE/da=\langle W\rangle_a\). Because \(\int_0^\infty 2\omega_m/(\omega_m^2+\omega^2)\,d\omega=\pi\), and \(\langle0|\rho^\dagger_{\mathbf q}|0\rangle=0\) in a uniform state, completeness applied to (1) gives \(\langle\rho_{\mathbf q}\rho_{\mathbf q}^\dagger\rangle_a=-(\mathcal V/\pi)\int_0^\infty\chi_a\,d\omega\). Dividing by \(N\) and integrating over \(a\) from the free gas, whose energy per electron is \(\frac35\cdot\frac{k_F^2}2\),

\[ e=\frac{3}{10}k_F^2+\frac1{2n}\int\frac{d^3q}{(2\pi)^3}\,v_q\int_0^1da\Big[-\frac1\pi\int_0^\infty\chi_a\,d\omega-n\Big]. \tag{4} \]

This is exact. Split \(\chi_a=\chi_0+(\chi_a-\chi_0)\). The first piece is exchange. The bracket becomes \(n(S_0-1)\), where \(S_0=\frac2N\sum_{\mathbf k}n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})\) is one minus the fractional overlap of two Fermi spheres displaced by \(q\). The overlap consists of two caps of volume \(\pi k_F^3\int_z^1(1-t^2)\,dt\) each; dividing by \(4\pi k_F^3/3\) gives \(1-\frac32z+\frac12z^3\) for \(z<1\) and zero beyond. With \(\frac12\int\frac{d^3q}{(2\pi)^3}v_q=\frac1\pi\int dq=\frac{2k_F}\pi\int dz\),

\[ e_x=\frac{2k_F}{\pi}\int_0^1\Big(\frac32z-\frac12z^3-1\Big)dz=\frac{2k_F}\pi\Big(\frac34-\frac18-1\Big)=-\frac{3k_F}{4\pi}. \]

For the second piece the RPA assumes that electrons respond as free particles to the external plus the induced Hartree potential, \(\delta n=\chi_0(\delta V_{\rm ext}+av_q\,\delta n)\), so \(\chi_a=\chi_0/(1-av_q\chi_0)\). Then \(\int_0^1v_q\chi_a\,da=-\ln(1-v_q\chi_0)\), and

\[ e_c=\frac1{2\pi n}\int\frac{d^3q}{(2\pi)^3}\int_0^\infty d\omega\,\big[\ln(1-v_q\chi_0)+v_q\chi_0\big]. \]

In scaled variables \(d^3q/(2\pi)^3=4k_F^3z^2dz/\pi^2\), \(d\omega=2k_F^2z\,du\), \(1/2\pi n=3\pi/2k_F^3\), and \(-v_q\chi_0=\frac{4\pi}{4k_F^2z^2}\frac{k_F}{\pi^2}g=\lambda g/z^2\). The product of the prefactors is \(12k_F^2/\pi\):

\[ e_c=\frac{12}\pi k_F^2\,I_0,\qquad I_0=\int_0^\infty\! z^3dz\int_0^\infty\! du\,[\ln(1+X)-X],\qquad X=\frac{\lambda\,g(z,u)}{z^2}>0. \tag{5} \]

The density enters only through \(k_F^2\propto r_s^{-2}\) and through the factor \(\lambda\propto r_s\) in \(X\). That removes your first obstacle: the derivatives can be taken under the integral. Note that \(e_c\) includes the change of kinetic energy caused by the interaction; "kinetic" below always means the free term \(\frac3{10}k_F^2\).

### Pressure and bulk modulus

With \(E=Ne(n)\) and \(\partial n/\partial\mathcal V=-n/\mathcal V\) at fixed \(N\), \(P=-\partial E/\partial\mathcal V=n^2\,de/dn\) and \(B=-\mathcal V\,\partial P/\partial\mathcal V=n\,dP/dn=1/\kappa\). Let \(D=r_s\,d/dr_s\). Since \(n\propto r_s^{-3}\), \(n\,d/dn=-D/3\) and \(Dn=-3n\). Therefore

\[ P=-\frac n3\,De,\qquad B=-\frac13DP=\frac19\big[(Dn)De+nD^2e\big]=\frac n9\,(D^2-3D)\,e. \tag{6} \]

A second form is needed later. With \(\mu=d(ne)/dn=e+n\,de/dn\) one has \(P=n\mu-ne\), so \(dP/dn=\mu+n\,d\mu/dn-\mu\), and

\[ \frac1\kappa=B=n^2\frac{d\mu}{dn}. \tag{7} \]

On a power \(r_s^{p}\), \(D\) acts as multiplication by \(p\). The kinetic term has \(p=-2\), so \(D^2-3D\to10\); exchange has \(p=-1\), so \(D^2-3D\to4\):

\[ P_0=\frac{nk_F^2}5,\quad B_0=\frac{nk_F^2}3,\qquad P_x=-\frac{nk_F}{4\pi},\quad B_x=-\frac{nk_F}{3\pi}=-\lambda B_0. \]

For correlation, \(DX=X\), so \(D\) acts on an integrand \(F(X)\) as \(X\,d/dX\). From \(X\left(\frac1{1+X}-1\right)=-\frac{X^2}{1+X}\) and \(\frac d{dX}\frac{X^2}{1+X}=\frac{X(2+X)}{(1+X)^2}\),

\[ I_1=DI_0=-\!\int\! z^3dz\,du\,\frac{X^2}{1+X},\qquad I_2=DI_1=-\!\int\! z^3dz\,du\,\frac{X^2(2+X)}{(1+X)^2}. \]

Because \(D(k_F^2F)=k_F^2(D-2)F\), we have \(De_c=\frac{12}\pi k_F^2(I_1-2I_0)\) and \(D^2e_c=\frac{12}\pi k_F^2(I_2-4I_1+4I_0)\). Inserting these in (6), with \(I_2-4I_1+4I_0-3(I_1-2I_0)=I_2-7I_1+10I_0\) and \(\frac n9\cdot\frac{12}\pi k_F^2/B_0=\frac4\pi\),

\[ P_c=-\frac n3\,\frac{12}\pi k_F^2\,(I_1-2I_0),\qquad \frac{B_c}{B_0}=\frac4\pi\,(I_2-7I_1+10I_0), \]

\[ \frac{\kappa_0}{\kappa}=\frac B{B_0}=1-\lambda+\frac4\pi\,(I_2-7I_1+10I_0). \tag{8} \]

The program tests \(P\) and \(B\) against finite differences of the energy with respect to volume at \(r_s=1,2,4,6\).

### Signs of the correlation terms

Put \(y=1+X\). Then \(\frac{X^2}{1+X}=y-2+\frac1y\), and \(\frac{X^2(2+X)}{(1+X)^2}=\frac{(y-1)^2(y+1)}{y^2}=y-1-\frac1y+\frac1{y^2}\).

The integrand of \(I_1-2I_0\) is \(p(X)=-(y-2+1/y)-2\ln y+2(y-1)\). It vanishes at \(X=0\), and

\[ p'=-1+\frac1{y^2}-\frac2y+2=\Big(1-\frac1y\Big)^2=\frac{X^2}{(1+X)^2}>0 . \]

So \(p>0\) and \(P_c<0\). The integrand of \(I_2-7I_1+10I_0\) is \(h(X)=-(y-1-1/y+1/y^2)+7(y-2+1/y)+10(\ln y-y+1)\). It also vanishes at \(X=0\), and

\[ h'=-\Big(1+\frac1{y^2}-\frac2{y^3}\Big)+7\Big(1-\frac1{y^2}\Big)+10\Big(\frac1y-1\Big)=-\frac{4y^3-10y^2+8y-2}{y^3}=-\frac{2(y-1)^2(2y-1)}{y^3}. \]

The factorization follows from \((y^2-2y+1)(2y-1)=2y^3-5y^2+4y-1\). Thus \(h'=-2X^2(1+2X)/(1+X)^3<0\) (tested symbolically), \(h<0\) for all \(X>0\), and within the RPA, at every density,

\[ \frac{\kappa_0}\kappa<1-\lambda<1. \tag{9} \]

### High-density limit

Both \(p\) and \(h\) start at order \(X^3\). With \(z=\sqrt\lambda\,\eta\), \(z^3dz=\lambda^2\eta^3d\eta\) and \(X=g/\eta^2\), the integrals converge at large \(\eta\) like \(\int\eta^{-3}d\eta\). They are therefore dominated by \(z\sim\sqrt\lambda\), and to leading order as \(\lambda\to0\) one may replace \(g\) by \(g_0(u)=g(0,u)\). Expand (2) in \(z\): the zeroth-order real part is odd in \(t\) and vanishes, and the first-order term is \(-z\int(1-t^2)/(t+iu)^2dt=2z\int t/(t+iu)\,dt\) after one integration by parts. So

\[ g_0(u)=\int_0^1\frac{t^2\,dt}{t^2+u^2}=1-u\arctan\frac1u. \]

Partial fractions give \(\int_0^\infty\frac{du}{(t^2+u^2)(t'^2+u^2)}=\frac\pi2\frac{1/t-1/t'}{t'^2-t^2}=\frac{\pi}{2tt'(t+t')}\). Taking twice the triangle \(t'=\tau t<t\),

\[ \int_0^\infty g_0^2\,du=\frac\pi2\int_0^1\!\!\int_0^1\frac{tt'}{t+t'}\,dt\,dt'=\pi\int_0^1t^2dt\int_0^1\frac{\tau\,d\tau}{1+\tau}=\frac\pi3(1-\ln2). \]

At fixed \(u\), \(\eta^2=g_0/X\) turns \(\int\eta^3d\eta\,F\) into \(\frac12g_0^2\int_0^\infty F\,X^{-3}dX=\frac14g_0^2\int_0^\infty F'X^{-2}dX\); the boundary terms vanish because \(F\sim X^3\) at small and \(F\sim X\) at large \(X\). For \(p\) the last integral is \(\int_1^\infty y^{-2}dy=1\). For \(h\) it is \(-2\int_1^\infty(2y^{-2}-y^{-3})\,dy=-3\). With \(k_F^2\lambda^2=1/\pi^2\),

\[ De_c\to\frac{12}{\pi^3}\cdot\frac14\cdot\frac\pi3(1-\ln2)=\frac{1-\ln2}{\pi^2},\qquad \frac{B_c}{B_0}\to\frac4\pi\lambda^2\Big(-\frac34\Big)\frac\pi3(1-\ln2)=-(1-\ln2)\lambda^2 . \]

The first result is the coefficient of \(\ln r_s\) in \(e_c\). That logarithm does not survive in \(B\), because \(D^2-3D\) turns \(\ln r_s\) into the constant \(-3\): \(\kappa_0/\kappa=1-\lambda-(1-\ln2)\lambda^2+\dots\). This holds for the orders shown only. The RPA \(e_c\) also contains a term \(r_s\ln r_s\) (not derived here), and \((D^2-3D)(r_s\ln r_s)=-r_s(2\ln r_s+1)\), so the omitted terms begin at order \(\lambda^3\ln\lambda\). At \(r_s=10^{-4}\) bohr the full integrals give \(De_c=0.031088\) Ha against \(0.031091\) Ha, and \((B_c/B_0)/\lambda^2=-0.30683\) against \(-0.30685\).

### Why the dielectric function knows the compressibility

Now hold the background rigid and apply a weak static potential energy \(\delta V_{\rm ext}\) of wave vector \(q\ll k_F\). The induced density produces a Hartree potential, and the screened potential is \(\delta V_{\rm scr}=\delta V_{\rm ext}+v_q\,\delta n\). Define the proper polarizability by \(\delta n=\Pi\,\delta V_{\rm scr}\) and \(\epsilon=\delta V_{\rm ext}/\delta V_{\rm scr}\); eliminating \(\delta n\) gives \(\epsilon=1-v_q\Pi\). This is the dielectric function seen by an external test charge.

The assumption behind the sum rule is that, once the long-range Hartree energy is split off, the remaining energy is short-ranged. A slowly modulated gas then has the local energy density \(n\,e(n)\) of the neutral uniform gas, up to gradient terms of order \(q^2\,\delta n^2\):

\[ E[n]=\int n\,e(n)\,d^3r+\int V_{\rm ext}\,n\,d^3r+E_{\rm Hartree}[\delta n]. \]

Stationarity at fixed \(N\) gives \(\mu(n(\mathbf r))+V_{\rm scr}(\mathbf r)=\text{const}\). Linearizing, \((d\mu/dn)\,\delta n+\delta V_{\rm scr}=0\), and with (7)

\[ \lim_{q\to0}\Pi(q,0)=-\frac{dn}{d\mu}=-n^2\kappa,\qquad \epsilon(q,0)\to1+\frac{4\pi n^2\kappa}{q^2}=1+\frac{k_{TF}^2}{q^2}\,\frac\kappa{\kappa_0}. \tag{10} \]

The last form uses \(n^2\kappa_0=n^2/B_0=3n/k_F^2=N_0\) and \(k_{TF}^2=4\pi N_0=4k_F/\pi\). This is the compressibility sum rule. The argument needs the gas to be in equilibrium with the potential, so \(\omega=0\) must be set first and \(q\to0\) taken afterwards.

The compressibility sits in \(\Pi\), not in the leading term of the full response. From \(\delta n=\Pi\,\delta V_{\rm ext}/\epsilon\),

\[ \chi=\frac\Pi{1-v_q\Pi}=-\frac1{v_q}\,\frac1{1-1/(v_q\Pi)}=-\frac{q^2}{4\pi}\Big(1-\frac{q^2}{4\pi n^2\kappa}+\dots\Big). \]

The leading term is perfect screening and is the same for any nonzero \(\Pi(0,0)\); \(\kappa\) first appears at order \(q^4\).

The RPA energy gives \(\kappa_0/\kappa<1-\lambda\) at every density, and the sum rule (10) ties the compressibility to the static dielectric function at small \(q\). It remains to take that limit in the RPA, compare the two compressibilities, and find where the disagreement comes from.

All numerical values are calculated from the stated model.
